**Rectangular-barrier tunnelling: leading exponentials for two effective masses**

The leading exponential of the transmission probability $T$ is $D=e^{-2\kappa L}$ with $\kappa=\sqrt{2mU}/\hbar$, where $m$ is the effective mass, $L$ the thickness and $U=V_0-E$ the barrier height above the electron's energy $E$. For $L=5$ nm and $U=0.2$ eV the output shows $D=4.60\times10^{-5}$ at $0.19\,m_e$ and $9.67\times10^{-3}$ at $0.041\,m_e$, a ratio of 210. The program obtains $T$ by integrating the Schrödinger equation through the barrier and asserts that reflection and transmission add up to one and that $T$ agrees with the closed formula. It asserts that the numerical decay of $T$ with thickness has the rate $2\kappa$, that this rate scales as $\sqrt m$, and that it reproduces the one-figure values $5\times10^{-5}$ and $1\times10^{-2}$. With the prefactor $G=16EU/V_0^2$, it also asserts that $T$ falls short of $GD$ by the relative amount $(G-2)D$ to leading order. Further assertions cover the value of $T/D$ near 4 at $E=U$, its proportionality to $E$ for slow electrons, and the equal transmission of the light electron at 10.76 nm. Measuring the 0.2 eV from the band edge instead, with $E=0.05$ eV, raises both exponentials, which is asserted as well.

## Numerical verification

```python
"""
Tunnelling through a rectangular barrier: result under test
    D = exp(-2*kappa*L),  kappa = sqrt(2*m*U)/hbar,  U = V0 - E
is the leading exponential of the transmission probability T, and for
L = 5 nm, U = 0.2 eV it is near 5e-5 (m = 0.19 m_e) and 1e-2 (m = 0.041 m_e).
    E  : electron energy above the band edge outside the barrier (eV)
    V0 : barrier top above the same band edge (eV)
    L  : barrier thickness (nm);  m : effective mass in units of m_e
    G  : prefactor 16*E*U/V0**2, so that T is close to G*D for small D
The reference T comes from numerical integration of the Schroedinger equation.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp

# hbar^2/(2 m_e) in eV nm^2
H2M = const.hbar**2 / (2 * const.m_e) / const.e * 1e18


def scatter(mass, energy, top, length):
    """Transmission and reflection from direct integration of the wave equation."""
    k = np.sqrt(mass * energy / H2M)
    curvature = mass * (top - energy) / H2M

    def rhs(x, y):
        return np.array([y[1], curvature * y[0]])

    start = np.array([1.0 + 0j, 1j * k])
    sol = solve_ivp(rhs, (length, 0.0), start, method="DOP853",
                    rtol=1e-11, atol=1e-12)
    assert sol.success
    psi, slope = sol.y[:, -1]
    incident = 0.5 * (psi + slope / (1j * k))
    reflected = 0.5 * (psi - slope / (1j * k))
    return 1 / abs(incident)**2, abs(reflected / incident)**2


def kappa_of(mass, gap):
    return np.sqrt(mass * gap / H2M)


def closed_T(mass, energy, top, length):
    gap = top - energy
    s = np.sinh(kappa_of(mass, gap) * length)
    return 1 / (1 + top**2 * s**2 / (4 * energy * gap))


def decay_rate(mass, energy, top):
    """Fall of ln T per nm, from numerical T of two thick barriers."""
    return np.log(scatter(mass, energy, top, 15.0)[0]
                  / scatter(mass, energy, top, 16.0)[0])


L, U, E = 5.0, 0.2, 0.1
V0 = E + U
masses = (0.19, 0.041)
targets = (5e-5, 1e-2)
G = 16 * E * U / V0**2

print(f"hbar^2/(2 m_e) = {H2M:.6f} eV nm^2")
print(f"thickness L = {L:.1f} nm, height above electron energy U = {U:.1f} eV")
print(f"for full T: E = {E:.1f} eV, V0 = {V0:.1f} eV, prefactor G = {G:.4f}")

D, T = [], []
for mass, target in zip(masses, targets):
    kap = kappa_of(mass, U)
    d = np.exp(-2 * kap * L)
    t, r = scatter(mass, E, V0, L)
    rate = decay_rate(mass, E, V0)
    d_numeric = np.exp(-rate * L)

    # flux conservation and the closed transmission formula
    assert abs(r + t - 1) < 1e-8
    assert abs(t / closed_T(mass, E, V0, L) - 1) < 1e-7
    # numerical decay with thickness gives 2*kappa; residue is of order D(15 nm)
    assert abs(rate / (2 * kap) - 1) < 2e-5
    # the quoted one-figure values, from the numerical decay rate
    assert float(f"{d_numeric:.0e}") == target
    # error of T = G*D is (G-2)*D up to terms of order D^2
    shortfall = 1 - t / (G * d)
    assert abs(shortfall - (G - 2) * d) < 5 * d**2 + 1e-8

    D.append(d)
    T.append(t)
    print(f"mass {mass} m_e: kappa = {kap:.4f} 1/nm")
    print(f"  exponent 2 kappa L = {2 * kap * L:.4f}")
    print(f"  leading exponential D = {d:.3e}")
    print(f"  D from numerical decay rate = {d_numeric:.3e}")
    print(f"  G*D = {G * d:.3e}, numerical T = {t:.3e}")
    print(f"  relative shortfall of T below G*D = {shortfall:.2e}")

# comparison of the two masses
root = np.sqrt(masses[1] / masses[0])
rate_ratio = decay_rate(masses[1], E, V0) / decay_rate(masses[0], E, V0)
assert abs(rate_ratio / root - 1) < 2e-5
ratio_D, ratio_T = D[1] / D[0], T[1] / T[0]
assert abs(ratio_T / ratio_D - 1) < 2 * G * D[1]
wrong = D[0]**(masses[1] / masses[0])
print(f"sqrt(m2/m1) = {root:.4f}, numerical decay-rate ratio = {rate_ratio:.4f}")
print(f"ratio of exponentials D2/D1 = {ratio_D:.1f}")
print(f"ratio of numerical transmissions T2/T1 = {ratio_T:.1f}")
print(f"D2 if exponent wrongly scaled with m = {wrong:.3f}")

# equal transmission at equal m*L^2
L_equal = L / root
T_equal = scatter(masses[1], E, V0, L_equal)[0]
assert abs(T_equal / T[0] - 1) < 1e-7
print(f"thickness giving the light mass the same T = {L_equal:.2f} nm")
print(f"  numerical T there = {T_equal:.3e}")

# prefactor at fixed U: largest at E = U, vanishing for slow electrons
print("numerical T/D for mass 0.19 m_e at fixed U = 0.2 eV:")
quotient = {}
for e in (0.001, 0.002, 0.15, 0.2, 0.27):
    quotient[e] = scatter(masses[0], e, e + U, L)[0] / D[0]
    print(f"  E = {e:.3f} eV: T/D = {quotient[e]:.4f}")
assert quotient[0.2] > quotient[0.15] and quotient[0.2] > quotient[0.27]
assert abs(quotient[0.2] - 4) < 1e-3
# proportional to E for small E, up to corrections of order E/U
assert abs(quotient[0.002] / quotient[0.001] - 2) < 0.04

# other reading: 0.2 eV measured from the band edge, electron at 0.05 eV
E_alt, V_alt = 0.05, 0.2
print(f"other reading: V0 = {V_alt:.1f} eV from band edge, E = {E_alt:.2f} eV")
for mass, d in zip(masses, D):
    d_alt = np.exp(-2 * kappa_of(mass, V_alt - E_alt) * L)
    d_alt_numeric = np.exp(-decay_rate(mass, E_alt, V_alt) * L)
    assert abs(d_alt_numeric / d_alt - 1) < 2e-4
    assert d_alt_numeric > d
    print(f"  mass {mass} m_e: leading exponential = {d_alt:.3e}")

print("finished without a failed check")
```

Printed output:

```
hbar^2/(2 m_e) = 0.038100 eV nm^2
thickness L = 5.0 nm, height above electron energy U = 0.2 eV
for full T: E = 0.1 eV, V0 = 0.3 eV, prefactor G = 3.5556
mass 0.19 m_e: kappa = 0.9987 1/nm
  exponent 2 kappa L = 9.9869
  leading exponential D = 4.600e-05
  D from numerical decay rate = 4.600e-05
  G*D = 1.636e-04, numerical T = 1.635e-04
  relative shortfall of T below G*D = 7.16e-05
mass 0.041 m_e: kappa = 0.4639 1/nm
  exponent 2 kappa L = 4.6392
  leading exponential D = 9.665e-03
  D from numerical decay rate = 9.665e-03
  G*D = 3.437e-02, numerical T = 3.385e-02
  relative shortfall of T below G*D = 1.49e-02
sqrt(m2/m1) = 0.4645, numerical decay-rate ratio = 0.4645
ratio of exponentials D2/D1 = 210.1
ratio of numerical transmissions T2/T1 = 207.0
D2 if exponent wrongly scaled with m = 0.116
thickness giving the light mass the same T = 10.76 nm
  numerical T there = 1.635e-04
numerical T/D for mass 0.19 m_e at fixed U = 0.2 eV:
  E = 0.001 eV: T/D = 0.0792
  E = 0.002 eV: T/D = 0.1569
  E = 0.150 eV: T/D = 3.9180
  E = 0.200 eV: T/D = 3.9996
  E = 0.270 eV: T/D = 3.9109
other reading: V0 = 0.2 eV from band edge, E = 0.05 eV
  mass 0.19 m_e: leading exponential = 1.753e-04
  mass 0.041 m_e: leading exponential = 1.799e-02
finished without a failed check
```
